# Relaxation and escape rates in a symmetric quartic double well

**Setting.** Suppose that an ion in a resistive memory cell moves between two equivalent regions of an oxide, and that the read current jumps between two levels as it does so. Model its position $x$ as an overdamped coordinate with constant diffusion coefficient $D$ in
$$U(x)=E_b\left(1-\frac{x^2}{a^2}\right)^2$$
at temperature $T$. The minima are at $x=\pm a$ and the barrier top is at $x=0$. Put $y=x/a$, $b=E_b/k_BT$, $\varphi(y)=b(1-y^2)^2$, and measure time in units of $a^2/D$, so that rates are in units of $D/a^2$. The probability density obeys
$$\partial_t p=\partial_y\left[e^{-\varphi}\,\partial_y\left(e^{\varphi}p\right)\right],$$
with no flux at infinity. The one-way escape rate is defined as $k=1/\mathcal T$, where $\mathcal T$ is the mean time to reach $y=+1$ for the first time from $y=-1$.

## (a) Discretization

**Question.** Turn the equation into a hopping problem on a grid of spacing $h$. Show that its relaxation rates are real and non-negative, that one of them is zero, and find a variational expression for the next, $\lambda_1$.

**Answer.** The flux is $J=-e^{-\varphi}\partial_y(e^{\varphi}p)$. Between sites $i$ and $i+1$ take the prefactor at the midpoint, $\varphi_{i+1/2}$:
$$J_{i+1/2}=-\frac{e^{-\varphi_{i+1/2}}}{h}\left(e^{\varphi_{i+1}}p_{i+1}-e^{\varphi_i}p_i\right).$$
The site probability $P_i=hp_i$ changes by $\dot P_i=J_{i-1/2}-J_{i+1/2}$. The coefficients of $P_i$ are therefore hop rates
$$w_{i\to i\pm1}=h^{-2}e^{\varphi_i-\varphi_{i\pm1/2}}.$$
Hops off the ends of the grid are left out, which is the no-flux condition. Since $e^{-\varphi_i}w_{i\to i+1}=h^{-2}e^{-\varphi_{i+1/2}}=e^{-\varphi_{i+1}}w_{i+1\to i}$, detailed balance holds.

Substitute $P_i=e^{-\varphi_i/2}c_i$. Then $\dot c=-Sc$, where $S_{ii}$ is the total rate of leaving site $i$ and
$$S_{i,i+1}=S_{i+1,i}=-h^{-2}e^{(\varphi_i+\varphi_{i+1})/2-\varphi_{i+1/2}}.$$
$S$ is real, symmetric and tridiagonal, so its eigenvalues are real. With $c_i=e^{-\varphi_i/2}v_i$, each bond contributes two diagonal terms and one cross term, which combine into a square:
$$c^{\mathsf T}Sc=\sum_i h^{-2}e^{-\varphi_{i+1/2}}(v_{i+1}-v_i)^2\ge0.$$
The sum vanishes only for constant $v$, so the zero rate is unique and belongs to equilibrium, $P_i\propto e^{-\varphi_i}$. The next rate is the minimum of $c^{\mathsf T}Sc/c^{\mathsf T}c$ over vectors $c$ orthogonal to the zero mode $c_i=e^{-\varphi_i/2}$. As $h\to0$,
$$\lambda_1=\min_v\frac{\int e^{-\varphi}v'^2\,dy}{\int e^{-\varphi}v^2\,dy},\qquad \int e^{-\varphi}v\,dy=0.$$
The minimizer satisfies $(e^{-\varphi}v')'=-\lambda_1e^{-\varphi}v$.

## (b) Two-state picture

**Question.** Suppose that each well equilibrates internally long before the ion leaves it. How fast does the population imbalance decay?

**Answer.** Only the well populations then matter, and by symmetry both one-way rates equal $k$:
$$\dot P_L=-kP_L+kP_R,\qquad \dot P_R=kP_L-kP_R.$$
Subtracting gives $\frac{d}{dt}(P_L-P_R)=-2k(P_L-P_R)$. The imbalance decays at $2k$, because each transfer removes one unit from one side and adds it to the other. Starting on the left, and using $P_L+P_R=1$,
$$P_R(t)=\tfrac12\left(1-e^{-2kt}\right).$$
Its initial slope is $k$. For $b=8$, propagating the hopping equations with $h=0.05$ from $y=-1$ gives $P_R=0.3161$ at $kt=0.5$, and the formula gives the same to four decimals.

## (c) The escape rate

**Question.** Find $k$ as a product of single integrals, and its high-barrier form including the first correction in $1/b$.

**Answer.** Let $\tau(y)$ be the mean time to reach $+1$ from $y$. During $dt$ the ion drifts by $-\varphi'dt$ and its mean square displacement is $2\,dt$. Averaging $\tau(y)=dt+\langle\tau(y+dy)\rangle$ gives $\tau''-\varphi'\tau'=-1$, or
$$(e^{-\varphi}\tau')'=-e^{-\varphi},\qquad \tau(1)=0.$$
With no flux at $-\infty$, one integration gives $e^{-\varphi}\tau'=-C(y)$, where $C(y)=\int_{-\infty}^y e^{-\varphi(z)}dz$. A second gives
$$\mathcal T=\tau(-1)=\int_{-1}^{1}e^{\varphi(y)}C(y)\,dy.$$
Define $Z=\int_{-\infty}^{\infty}e^{-\varphi}dy$ and $W=\int_{-1}^{1}e^{\varphi}dy$. Because $\varphi$ is even, $C(y)+C(-y)=Z$, and $C$ may be replaced by its average over $\pm y$, which is $Z/2$. Hence
$$\mathcal T=\frac{ZW}{2},\qquad k=\frac{2}{ZW}.$$

For large $b$, expand about the top, where $\varphi=b-2by^2+by^4$. The Gaussian weight $e^{-2by^2}$ has variance $1/(4b)$, so $b\langle y^4\rangle=3b/(4b)^2=3/(16b)$ and
$$W\simeq e^b\sqrt{\frac{\pi}{2b}}\left(1+\frac{3}{16b}\right).$$
Near a minimum put $y=1+s$, so that $\varphi=b(4s^2+4s^3+s^4)$. The variance is $1/(8b)$. The quartic term and half the square of the cubic term contribute
$$-b\langle s^4\rangle+8b^2\langle s^6\rangle=-\frac{3}{64b}+\frac{15}{64b}=\frac{3}{16b}.$$
Two wells give $Z\simeq\sqrt{\pi/b}\,[1+3/(16b)]$. Therefore
$$k\simeq k_K\left(1-\frac{3}{8b}\right),\qquad k_K=\frac{2\sqrt2}{\pi}\,b\,e^{-b}.$$
Here $k_K$ is the Kramers rate. Evaluating the integrals at $b=200$ gives $b(k/k_K-1)=-0.3765$, close to the limit $-0.375$.

## (d) Comparing the two rates

**Question.** Without assuming the two-state picture, enclose $\lambda_1/(2k)$ between bounds and find its high-barrier limit.

**Answer.** *Upper bound.* Use the odd trial function
$$g(y)=\frac2W\int_0^ye^{\varphi}dz\quad(|y|\le1),\qquad g=\pm1\quad\text{outside}.$$
It is continuous, since $\int_0^1e^\varphi dz=W/2$, and being odd it is orthogonal to the constant. The numerator of the quotient in (a) is $(4/W^2)\int_{-1}^1e^{\varphi}dy=4/W$. Write the denominator as $Z(1-\varepsilon)$. From $1-g^2\le2(1-g)$ on $[0,1]$,
$$Z\varepsilon=2\int_0^1e^{-\varphi}(1-g^2)\,dy\le\frac8W\int_0^1dy\int_y^1dz\,e^{\varphi(z)-\varphi(y)}\le\frac4W.$$
The last step holds because $\varphi$ decreases on $[0,1]$, so the integrand is at most 1 over a triangle of area $\tfrac12$. Thus $\varepsilon\le4/(ZW)=2k$, and for $2k<1$
$$\lambda_1\le\frac{2k}{1-2k}.$$

*Lower bound.* The first excited mode $u$ has one node. In an even potential it is odd, so $u(0)=0$ and we may take $u>0$ for $y>0$. There $e^{-\varphi}u'=\lambda_1\int_y^\infty e^{-\varphi}u\,dz>0$, so $u$ increases. Let $T_0(y)$ be the mean time to reach the barrier top from $y>0$. It obeys
$$(e^{-\varphi}T_0')'=-e^{-\varphi},\qquad T_0(0)=0,\qquad e^{-\varphi}T_0'=\int_y^\infty e^{-\varphi}dz.$$
Multiply the first equation by $u$ and integrate by parts twice:
$$\int_0^\infty e^{-\varphi}u\,dy=\lambda_1\int_0^\infty e^{-\varphi}u\,T_0\,dy\le\lambda_1T_0(\infty)\int_0^\infty e^{-\varphi}u\,dy.$$
The boundary terms vanish at 0 because $u=T_0=0$. At infinity, $u\int_y^\infty e^{-\varphi}dz\le\int_y^\infty e^{-\varphi}u\,dz\to0$, while $T_0$ is bounded (shown next) and $e^{-\varphi}u'\to0$. Hence $\lambda_1\ge1/T_0(\infty)$.

Split $T_0(\infty)=\int_0^\infty e^{\varphi(y)}\int_y^\infty e^{-\varphi(z)}dz\,dy$ at $y=1$. The part below 1 is at most $(W/2)(Z/2)=1/(2k)$. Call the rest $R$. With $z=y+s$,
$$\varphi(z)-\varphi(y)=b(z^2-y^2)(z^2+y^2-2),\qquad z^2-y^2\ge2ys.$$

- For $1\le y\le\sqrt2$, $z^2+y^2-2\ge z^2-y^2$. The difference is at least $4by^2s^2$, and the inner integral is at most $\sqrt{\pi/b}/(4y)$.
- For $y\ge\sqrt2$, $z^2+y^2-2\ge2(y^2-1)$. The difference is at least $4by(y^2-1)s$, and the inner integral is at most $1/[4by(y^2-1)]$.

Since $\int_1^{\sqrt2}dy/y=\int_{\sqrt2}^\infty dy/[y(y^2-1)]=\tfrac12\ln2$,
$$R\le R_m=\frac{\ln2}{8}\left(\sqrt{\frac\pi b}+\frac1b\right).$$
Together,
$$\frac{1}{1+2kR_m}\le\frac{\lambda_1}{2k}\le\frac1{1-2k}.$$
As $b\to\infty$, $k$ vanishes as $b\,e^{-b}$ and $\lambda_1/(2k)\to1$.

Diagonalizing $S$ with $h=0.02$, on a grid reaching to where $e^{-\varphi}\approx e^{-40}$, gives

| $b$ | lower | $\lambda_1/2k$ | upper | $\lambda_1/2k_K$ |
|---|---|---|---|---|
| 1 | 0.881 | 1.336 | 2.274 | 1.130 |
| 4 | 0.989 | 1.031 | 1.131 | 0.903 |
| 8 | 0.9997 | 1.0008 | 1.0046 | 0.947 |
| 12 | 0.99999 | 1.00002 | 1.00013 | 0.966 |

At $b=1$ the factor two is off by a third: the barrier is too low for a two-state description. At $b=12$ it holds to about $2\times10^{-5}$, while the Kramers value is still 3.5% above the true rate. The factor two has an exponentially small error; the Gaussian approximation to $k$ has an error of order $1/b$.

The odd mode also solves the problem with an absorber at $y=0$, so $\lambda_1$ is the slowest absorption rate there. By symmetry, half of the ions that reach the top would next settle on either side. Absorption at $2k$ thus agrees with transfer at $k$.

## (e) A silver ion in silica

**Question.** Take $E_b=0.30$ eV, $a=3.0$ nm and $T=300$ K. The motion consists of elementary hops of length $d=0.25$ nm over barriers of 0.50 eV with attempt frequency $3\times10^{12}$ s$^{-1}$. Find the relaxation time and the mean dwell time $1/k$, counted from one minimum to the first arrival at the other, so that brief crossings of the barrier top do not end a dwell.

**Answer.** With $k_BT=0.02585$ eV, $b=11.6$. The hop rate in one direction is
$$\Gamma=3\times10^{12}\,e^{-0.50/0.02585}\ \text{s}^{-1}=1.195\times10^4\ \text{s}^{-1}.$$
Hops to both sides give a mean square displacement $2\Gamma d^2t=2Dt$, so $D=\Gamma d^2=747$ nm²/s and $D/a^2=83.0$ s$^{-1}$. Quadrature gives $k=9.198\times10^{-5}\,D/a^2$, hence
$$k=7.64\times10^{-3}\ \text{s}^{-1},\qquad 1/k=131\ \text{s}.$$
Diagonalization gives $\lambda_1=1.527\times10^{-2}$ s$^{-1}$, a relaxation time of 65.5 s, half the dwell time. The next rate is $3.55\times10^3$ s$^{-1}$, larger by a factor of $2.3\times10^5$, which justifies the assumption in (b). The Kramers value, $7.91\times10^{-3}$ s$^{-1}$, is about 4% high.

## (f) Departures from the model

**Question.** What replaces the factor two when a read field of 0.1 MV/cm tilts the wells? How large are the other neglected effects?

**Answer.** For an ion of charge $+e$ pushed to the right, $\varphi\to\varphi-fy$ with $f=eFa/k_BT=0.030/0.02585=1.16$. To leading order the left barrier falls by $f$ and the right one rises by $f$, so the one-way rates are $ke^{f}$ and $ke^{-f}$. Repeating (b) with unequal rates, the deviation from equilibrium decays at their sum:
$$\lambda_1\simeq k(e^f+e^{-f})=2k\cosh f.$$
The relaxation rate is no longer twice either one-way rate. Here $\cosh f=1.75$; diagonalization of the tilted operator gives a factor 1.68.

The other effects, each taken alone with the remaining settings fixed, are as follows.

- *Heating by 10 K* multiplies $\lambda_1$ by 2.6, mainly because the hop barrier and the well barrier add to 0.80 eV. That exponential alone gives 2.71; the prefactor $b\propto1/T$ in $k_K$ lowers it by about 3%.
- *A trapped electron* on the axis, 10 nm right of centre in an unbounded medium of relative permittivity 3.9, without the screening that nearby electrodes would add, offsets the wells by 24.3 meV. This alone suggests $\cosh0.47=1.11$, yet the computed factor is 0.965. The attraction $-A/(10\ \text{nm}-x)$, with $A=0.369$ eV nm, also lowers the average of the two minima by 3.65 meV more than the top. The resulting factor $e^{-0.14}=0.87$ outweighs the offset.
- *Finite hop length* raises $\lambda_1$ by 3.8%, and the next rate by about 3%, if each hop's saddle energy is 0.50 eV above the mean of its two site energies.
- *Inertia* is neglected on the scale of the wells: the ion vibrates about $10^8$ times between hops, so successive hops are uncorrelated. This does not exclude recrossings or jumps over several sites within one activated event. Those depend on the damping within a site, which is not known here, and would change $D=\Gamma d^2$. The ratio of about $10^{-8}$ in the output uses an effective friction $k_BT/(mD)$ inferred from $D$ for an ion of mass $m$, not the damping within a site.
- *Quantum effects* in an elementary hop are small. The leading tunnelling correction at the saddle, $(h\nu/k_BT)^2/24$, is about 1% if the saddle frequency equals the attempt frequency $\nu$; the output lists this part alone. The quantized vibration in the starting site, if its frequency is also $\nu$, adds an equal amount, for a total of about 2%.

The parameters are rough values chosen for illustration, not measurements of a device. Silica is amorphous, so two equal wells on a smooth one-dimensional path are an idealization. The rate is very sensitive to both barriers: a change of 0.026 eV shifts it by a factor of about 2.7 for the hop barrier and about 2.5 for the well barrier. The dwell time of 131 s is therefore an order of magnitude at best, whereas $\lambda_1=2k$ depends on symmetric wells and a high barrier, not on the value of $D$. The numerical output follows.

## Table of computed values

```
Dimensionless scan (rates in D/a^2)
b | lam1 | 2k | lam1/2k | lower | upper | lam1/2k_K | lam1*T_top
   1 7.4866e-01 5.6031e-01 1.33614 0.88137 2.27434 1.1302 1.07496
   2 4.5453e-01 3.8992e-01 1.16571 0.94408 1.63912 0.9326 1.04691
   4 1.1912e-01 1.1550e-01 1.03131 0.98876 1.13058 0.9030 1.01087
   8 4.5749e-03 4.5714e-03 1.00078 0.99970 1.00459 0.9467 1.00031
  12 1.2826e-04 1.2826e-04 1.00002 0.99999 1.00013 0.9661 1.00001
  16 3.1617e-06 3.1617e-06 1.00000 1.00000 1.00000 0.9752 1.00000
Passage time b=4, a^2/D: solve 17.3159, quad 17.3159
b=8, k*t=0.1: P_right 0.0906, two-state 0.0906
b=8, k*t=0.5: P_right 0.3161, two-state 0.3161
b=8, k*t=1.0: P_right 0.4324, two-state 0.4323
b*(k/k_K-1) at b=200: -0.3765 (limit -0.3750)
Grid shift b=12, h=0.05: 0.01408, law 0.01406
Example: silver ion in silica
Barrier 0.30 eV, a 3.0 nm, T 300 K
Hop length 0.25 nm, hop barrier 0.50 eV
Attempt frequency 3.0e+12 1/s
kT 0.02585 eV, b 11.605
One-direction hop rate 1.1953e+04 1/s
D 747.09 nm^2/s, D/a^2 83.010 1/s
lam1 1.83962e-04 D/a^2 = 1.52706e-02 1/s
k 9.19786e-05 D/a^2 = 7.63511e-03 1/s
lam1/(2k) 1.000024
Mean dwell time 1/k 131.0 s
Relaxation time 1/lam1 65.5 s
Kramers k_K 7.91357e-03 1/s, k/k_K 0.9648
Next rate lam2 3550.9 1/s, lam2/lam1 2.325e+05
Neglected effects (factor on lam1 unless stated)
Finite hop length 1.0381
Read field 0.1 MV/cm: f=qFa/kT 1.160, factor 1.683, cosh f 1.752
Electron at 10 nm, eps_r 3.9: well offset 24.3 meV, factor 0.965
Heating by 10 K: factor 2.622
Inertia: barrier frequency/friction 1.1e-08
Quantum correction of one hop: fraction 0.0096
```
